Slow Electron Tail from Weak Detachment in an Electronegative Afterglow

Q: When the power of a pulsed plasma is switched off, electrons attach to molecules and run to the walls. Both processes remove them. Why should anything but one fast exponential remain?

A: Because the two losses differ in kind. An electron at the wall has gone, while an attached electron is stored in a negative ion and can return by detachment. Let n be the electron density and N the negative-ion density, both averaged over the volume. Let a be the attachment frequency per electron, w the wall-loss frequency per electron, and d the detachment frequency per negative ion. All three are positive constants. Suppose also that negative ions do not reach the walls, that recombination in the volume is negligible, and that ionization has stopped. Then

n′ = −(a + w)n + dN,
N′ = an − dN.

The prime is a time derivative. Time starts once the electrons have cooled, since a and w could not be constant during cooling. Densities are in cm⁻³ and frequencies in s⁻¹, the natural units here.

Q: Where are the positive ions?

A: They follow from quasi-neutrality. With singly charged ions their density is P = n + N. Adding the two equations cancels attachment and detachment:

P′ = −wn.

The stored charge can leave only through the electrons in this model.

Q: Two coupled equations could oscillate. How do you know that they give two decay rates?

A: Insert n = A exp(−λt) and N = B exp(−λt), and write K = a + w. After division by the exponential,

(K − λ)A = dB,
(d − λ)B = aA.

Multiply the first equation by (d − λ) and use the second on its right side. This gives (K − λ)(d − λ)A = daA. A nonzero solution therefore needs

p(λ) = (K − λ)(d − λ) − ad = 0.

Expanding, and using Kd − ad = wd,

p(λ) = λ² − (K + d)λ + wd = 0.

The discriminant is (K + d)² − 4wd. Since w = K − a, it equals (K + d)² − 4Kd + 4ad, so

λ± = ½[K + d ± √((K − d)² + 4ad)].

The square root contains a sum of a non-negative and a positive term. The rates are real and distinct, so there is no oscillation. Their product is wd and their sum is K + d, both positive, so both modes decay.

Q: Real and positive does not mean slow. What puts one rate below the others?

A: The sign of p at three points. From its product form, p(K) = −ad and p(d) = −ad. From its expanded form,

p(w) = w² − (a + w + d)w + wd = −aw.

All three values are negative. A parabola that opens upward is negative only between its roots, so K, d and w all lie between λ− and λ+. Hence

λ− < min(d, w),  λ+ > max(K, d).

The slow mode decays more slowly than detachment alone and more slowly than wall loss alone. A stored electron must first be released, and may then attach again before it finds the wall.

Q: Now make detachment weak. What are the rates?

A: Weak means d ≪ K. Put λ+ = K + δ into p:

(K + δ)² − (K + d)(K + δ) + wd
= δ² + (K − d)δ − Kd + wd
= δ² + (K − d)δ − ad = 0.

For small d the leading balance is Kδ = ad, so

λ+ ≈ K + ad/K.

The product of the roots gives the other rate without subtracting two nearly equal numbers:

λ− = wd/λ+ ≈ wd/K.

The factor w/K is the chance that a free electron reaches the wall before it attaches. The slow rate is thus the release frequency times the chance that a release is final. Replacing λ+ by K makes the estimate wd/K too large by a fraction λ+/K − 1 ≈ ad/K² of the true slow rate.

Q: A slow rate is useless if the electrons have no share in that mode. Show me its amplitude.

A: Write

n(t) = F exp(−λ+t) + S exp(−λ−t).

The initial density gives F + S = n₀. The initial slope gives

−λ+F − λ−S = −Kn₀ + dN₀.

Multiply the first condition by λ+ and add the second. The F terms cancel:

(λ+ − λ−)S = (λ+ − K)n₀ + dN₀,

S = [(λ+ − K)n₀ + dN₀]/(λ+ − λ−).

Since λ+ > K, S is positive whenever n₀ is positive, even if there are no negative ions at first. For weak detachment, λ+ − K ≈ ad/K and λ+ − λ− ≈ K. Therefore

S ≈ (d/K)(N₀ + an₀/K).

The bracket is the store left by the fast phase: the original negative ions, plus the fraction a/K of the initial electrons that attached instead of reaching the wall. The factor d/K is the ratio of free electrons to stored ones.

Q: Is that last ratio more than an interpretation?

A: It follows from the slow mode. The negative-ion equation gives −λ−N = an − dN, so

N/n = a/(d − λ−).

For weak detachment, d − λ− ≈ d − wd/K = ad/K, and N/n ≈ K/d. This is the balance Kn ≈ dN: each released electron is lost again after a time of about 1/K, while the store barely changes. Electrons are few, and their density follows the negative ions.

Q: Then detachment itself makes the tail. What if I switch it off?

A: With d = 0 the electron equation is n′ = −Kn, and n = n₀ exp(−Kt). The negative ions remain, but they return nothing. For any positive d, however small, this model has a tail. As d falls, the tail becomes fainter in proportion to d and longer in proportion to 1/d.

Q: That sounds like a discontinuity. Surely a vanishing detachment frequency should have a vanishing effect.

A: At any fixed time it does. Over all time it does not. Integrate P′ = −wn from zero to infinity. For d > 0 all charge finally leaves, so

∫n dt = (n₀ + N₀)/w.

This does not depend on d. For d = 0 the integral is n₀/K. The difference sits in the tail, whose area for small d is

S/λ− ≈ (N₀ + an₀/K)/w.

Adding the fast area n₀/K gives

n₀(w + a)/(Kw) + N₀/w = (n₀ + N₀)/w,

as required. The limits of small d and long time cannot be interchanged.

Q: Does a slow mode need weak detachment at all? Your inequalities did not assume it.

A: A second limit separates the two ideas. Let w ≪ a + d, with no restriction on d/a. Put λ+ = a + d + ε. The sum of the roots gives λ− = w − ε, and their product gives

(a + d + ε)(w − ε) = wd.

To first order in w, (a + d)(w − ε) = wd, so

λ− ≈ wd/(a + d).

Here the division of the negative charge between electrons and ions settles, at a rate of about a + d, long before much charge is lost. The factor d/(a + d) is the fraction of the negative charge that is free. If d ≫ a, nearly all of it is free and λ− approaches w. That is ordinary wall decay. Weak detachment gives something different if N₀/n₀ is also well below K/d: a fast drop followed by a faint tail.

Q: Give me numbers, and say when the tail takes over.

A: Take a = 20000, d = 1000 and w = 9000 s⁻¹, with n₀ = N₀ = 5×10⁸ cm⁻³. Then K = 29000 s⁻¹, and the square root is

√(28000² + 4 × 20000 × 1000) ≈ 29394 s⁻¹.

The rates are

λ+ = (30000 + 29394)/2 ≈ 29700 s⁻¹,
λ− = (30000 − 29394)/2 ≈ 303 s⁻¹.

The time constants are 33.7 μs and 3.30 ms. The weak estimate of the slow rate is 9000 × 1000/29000 ≈ 310 s⁻¹, which is 2.4% above the full value. The predicted fractional error, ad/K² = 2×10⁷/8.41×10⁸, is also 2.4%.

For the amplitude, λ+ − K ≈ 697 s⁻¹, and

S = (697 + 1000) × 5×10⁸/29394 ≈ 2.89×10⁷ cm⁻³.

The fast weight is F = n₀ − S ≈ 4.71×10⁸ cm⁻³. The two parts are equal when F exp(−λ+t) = S exp(−λ−t), so

t = ln(F/S)/(λ+ − λ−) = ln(16.3)/29394 s⁻¹ ≈ 95 μs.

This crossover exists at a positive time if F > S. With a large enough initial store of negative ions that condition fails, and the slow part dominates from the start.

Q: Is the difference visible soon after that?

A: At 0.2 ms the model gives n = 2.84×10⁷ cm⁻³. With a, w and the initial densities held fixed but d set to zero, it gives 1.5×10⁶ cm⁻³. At 0.5 ms the values are 2.48×10⁷ and about 250 cm⁻³. The latter means that practically no electrons are left.

The time integral with detachment is 10⁹/9000 ≈ 1.11×10⁵ cm⁻³ s, against 1.72×10⁴ cm⁻³ s without it. The slow part supplies 86% of the former, although its initial weight is only 6% of n₀.

Q: I still distrust w. Electrons and positive ions must leave together. Once negative ions dominate, how can the wall loss per electron stay constant?

A: In general it does not. Consider a diffusive plasma between two plates a distance L apart. Let all species have the same temperature T and the same spatial profile. Let both ion species have mobility μ, and let electrons have mobility μₑ. With θ = kT/e, the Einstein relation gives the diffusion coefficients D = μθ and Dₑ = μₑθ. If g is the common logarithmic density gradient and E the electric field, the fluxes are

Γₑ = −μₑn(θg + E),
Γ− = −μN(θg + E),
Γ+ = −μP(θg − E).

Zero net current requires Γ+ = Γₑ + Γ−. Collecting the terms in E,

E[μ(P + N) + μₑn] = θg[μP − μN − μₑn].

Call the bracket on the left C and define f = 2μP/C. The bracket on the right is 2μP − C, so

E = −θg(1 − f).

Substitution gives

Γ+ = −DPg(2 − f),
Γ− = −DNgf,
Γₑ = −Dₑngf.

For a cosine profile that vanishes at the plates, the divergence of each flux supplies a factor (π/L)². While electrons dominate C, f is small. The field then nearly cancels negative-ion diffusion, and positive ions leave at the frequency

ν+ = 2D(π/L)².

The electron loss must match the positive-ion loss, wn = ν+P, and hence

w = ν+(1 + N/n).

Q: So w rises as the electrons disappear. Has the constant-frequency solution just collapsed?

A: Its early part changes, but its slow mode survives under a condition. With perfect trapping, P′ = −ν+P, so P = P₀ exp(−ν+t). Replace N by P − n in the electron equation:

n′ = −an − ν+P + d(P − n)
= −(a + d)n + (d − ν+)P.

Try a part proportional to P, n = cP. Its derivative is −ν+cP, and therefore

c = (d − ν+)/(a + d − ν+).

The complete solution is

n = cP₀ exp(−ν+t) + (n₀ − cP₀)exp[−(a + d)t].

For a + d > ν+, the second part is the faster one. If also d > ν+, c is positive and the composition settles to n/P = c. Then w settles to ν+/c and is constant. In that mode the constant-w model has P′ = −wn = −ν+P, so its λ− equals ν+. The constant w should therefore be read as the value at the tail's composition.

Q: And if d is smaller than ν+? You called detachment weak, after all.

A: Then, with a + d > ν+ as before, c is negative, and perfect trapping predicts that the electrons run out at a finite time. Positive ions carry charge to the wall faster than detachment can supply electrons to accompany them. What fails is the trap: as n falls, μₑn stops dominating C, f grows, and negative ions begin to reach the wall. For a tail with well-trapped negative ions, the useful range is

ν+ < d ≪ K,

with d not too close to ν+. Electrons must also still dominate C in the tail, which requires μₑc ≫ 2μ. Very strong attachment makes c too small for this, even with d in the stated range. The constant-w equations alone show neither the lower limit nor this second condition.

Q: Put the example in a reactor and show that this is not a formal rescue.

A: Take as a model a low-power pulsed capacitive reactor with a molecular gas at 100 mTorr and 300 K and a gap of 6 cm. The parameters are rough model values, not measurements. At this gas density the chosen a requires an attachment coefficient of about 6×10⁻¹² cm³/s for cold electrons. The gas must meet that condition; pure oxygen, for example, attaches cold electrons far too slowly. A typical ion mobility, scaled to this gas density, gives D ≈ 540 cm²/s. Hence

ν+ = 2 × 540 × (π/6)² ≈ 296 s⁻¹.

This lies below d = 1000 s⁻¹. The slow composition gives c = 704/20704 ≈ 0.034 and w = 296/0.034 ≈ 8700 s⁻¹, close to the chosen 9000 s⁻¹. That agreement reflects the choice of w and is not a prediction. The fast rate does change, from 29700 to a + d = 21000 s⁻¹.

At 1 ms the variable wall loss with perfect trapping gives n = 2.53×10⁷ cm⁻³, 19% above the constant-w value of 2.13×10⁷ cm⁻³. The main reason is the early phase. At n₀ = N₀ the variable law has w = 2ν+ ≈ 590 s⁻¹ instead of 9000 s⁻¹, so less charge is lost before the tail forms. Allowing negative ions to leak raises n slightly more, to 2.59×10⁷ cm⁻³. Their leak rate is then about 6 s⁻¹, so the trap is good. These values assume that all species start with the cosine profile. Starting instead from nearly flat electrons and negative ions gathered in the centre makes n at 1 ms about 7% higher and the local decay rate about 310 s⁻¹, which returns toward 290 s⁻¹ only after a further millisecond or so.

Q: What does the case of too little detachment look like?

A: Lower d to 100 s⁻¹ and hold the other inputs fixed. Perfect trapping with variable wall loss exhausts the electrons at 199 μs. When the ions are allowed to leak, electrons survive, but at 1 ms their density is 5.2×10⁵ cm⁻³, against 2.8×10⁶ cm⁻³ from the constant-w model. Negative ions then reach the wall at about 104 s⁻¹, comparable with detachment. The simple formula overstates this tail about fivefold.

Q: Which other neglected effects matter in the reactor?

A: Mutual neutralization of positive and negative ions is important. With a rough coefficient of 10⁻⁷ cm³/s and P₀ = 10⁹ cm⁻³, its initial frequency is 100 s⁻¹, a third of λ−. Added alone to the constant-w model, it lowers n at 1 ms by 6% and raises the local decay rate, −n′/n at that time, from 303 to about 360 s⁻¹. These values use the product of the volume-averaged densities. For cosine profiles the average of the product is larger by a factor π²/8 ≈ 1.23, so the true effect is somewhat stronger. At ten times the density its initial frequency would be 1000 s⁻¹, above λ−. The linear model would then not describe the tail, so the low density of this example is essential.

Detachment often depends on radicals, and these are also lost. For a mass of 16 u and a wall-loss probability of 0.01, both assumed, their loss frequency is about 50 s⁻¹. If d falls at that rate, n at 1 ms is 4% lower and the local decay rate is about 340 s⁻¹.

With variable wall loss, ion leakage, neutralization and radical loss together, and the same product of averages, n at 1 ms is 2.25×10⁷ cm⁻³, only 5% above the basic result. This closeness comes from opposing changes. The local decay rate is about 430 s⁻¹, or 41% above λ−. With neutralization evaluated locally across the gap, these values become 2.17×10⁷ cm⁻³ and about 450 s⁻¹. The density at one instant is therefore a poor check of the decay law.

Q: Are recombination of electrons, cooling and space charge harmless?

A: For these numbers recombination of electrons and space charge are minor, but cooling is not. Electron-ion recombination with an assumed coefficient of 2×10⁻⁷ cm³/s has an initial frequency of 200 s⁻¹. That is a third of the initial w under the variable law, but only 1% of a, so most electrons attach long before they recombine. The initial ion Debye length is 0.038 mm, far below the 6 cm gap, which supports quasi-neutrality in the volume.

Cooling matters more. An electron collision coefficient of 2×10⁻⁸ cm³/s and an energy loss of 0.3% per collision give an energy relaxation time near 5 μs. Cooling from an electron temperature of 2 eV to within 10% of 300 K takes between six and seven such times, about 35 μs. That is as long as the fast decay itself. It also assumes a collision frequency independent of energy; with a constant cross-section matched at 1 to 2 eV the same cooling takes about 110 to 160 μs, and the energy loss depends strongly on the gas. The densities n₀ and N₀ must therefore be those present after cooling, not those of the powered discharge.

Detachment can also heat the tail. If it releases electrons with 1 eV, they are lost after about 1/K = 34 μs, and those present at any moment still carry on average about 0.13 eV above the thermal energy of 0.04 eV. That makes the electrons about four times hotter than the ions. The wall loss is then faster than the equal-temperature estimate used here, the species no longer share one profile, and K itself changes. Already at twice the ion temperature, a spatially resolved solution gives a tail rate near 330 instead of 290 s⁻¹ and an n at 1 ms lower by 10%. The estimate also treats cooling as local, but with these coefficients a 1 eV electron diffuses about 10 cm while it cools, more than the gap. The reactor numbers above therefore hold only if the released electrons are nearly thermal.

Q: Suppose I measure a slow electron decay. May I read the detachment frequency from it?

A: Not from the rate alone. In the constant-w model with weak detachment, the rate gives the combination wd/K. With variable wall loss, good trapping and equal temperatures of electrons and ions, it gives ν+, which does not contain d at all. Detachment then appears in the composition c, and so in the height of the tail. If detachment keeps the electrons warmer than the ions, this simple result no longer holds. One also needs a, the wall transport and the total ion density, and must show that neutralization and radical loss are small or include them. The numerical output gives the densities and rates for the cases compared here.

Values computed for the example and the checks

```
MODEL INPUTS AND RESULTS
a, d, w: 20000, 1000, 9000 s^-1
n0, N0: 5.000e+08, 5.000e+08 cm^-3
K = a+w: 29000 s^-1
fast rate: 29696.9 s^-1
slow rate: 303.062 s^-1
fast time constant: 33.674 us
slow time constant: 3.2997 ms
weak estimate of fast rate: 29689.7 s^-1
weak estimate of slow rate: 310.345 s^-1
slow-rate estimate error: 2.4 %
fast electron weight F: 4.7113e+08 cm^-3
slow electron weight S: 2.8866e+07 cm^-3
weak estimate of S: 2.9132e+07 cm^-3
slow-mode ratio N/n: 28.697
crossover time: 95.003 us
electron time integral, d>0: 1.1111e+05 cm^-3 s
electron time integral, d=0: 17241 cm^-3 s
slow-part share of integral: 85.722 %
time/ms; n; n at d=0; N (densities in cm^-3)
0.00; 5.000e+08; 5.000e+08; 5.000e+08
0.05; 1.352e+08; 1.173e+08; 7.415e+08
0.10; 5.218e+07; 2.751e+07; 7.868e+08
0.20; 2.841e+07; 1.514e+06; 7.788e+08
0.50; 2.481e+07; 2.522e+02; 7.119e+08
1.00; 2.132e+07; 1.272e-04; 6.118e+08
ROUGH REACTOR VALUES AND NEGLECTED EFFECTS
100 mTorr; 300 K; gap 6 cm
gas density: 3.219e+15 cm^-3
reduced ion mobility: 2.5 cm^2/(V s)
ion mobility: 2.087e+04 cm^2/(V s)
ion diffusion coefficient: 539.5 cm^2/s
electron/ion mobility ratio: 1309
positive-ion wall rate: 295.8 s^-1
w in variable-loss slow mode: 8697 s^-1
variable-loss fast rate a+d: 21000 s^-1
negative-ion leak rate at 1 ms: 6.26 s^-1
neutralization coefficient: 1e-07 cm^3/s
initial neutralization rate: 100 s^-1
initial e-ion recombination rate: 200 s^-1
radical wall-loss rate: 52.5 s^-1
electron cooling time: 5.2 us
initial ion Debye length: 0.038 mm
case at 1 ms: n/cm^-3; local decay rate/s^-1
basic model: 2.132e+07; 303.1
variable wall loss, trapped: 2.530e+07; 295.8
variable wall loss, leakage: 2.588e+07; 289.5
neutralization only: 1.994e+07; 361.5
radical loss only: 2.043e+07; 339.7
all four effects: 2.245e+07; 428.2
low-detachment test d: 100 s^-1
perfect-trap depletion time: 199.1 us
low-d n at 1 ms, open trap: 5.18e+05 cm^-3
low-d n at 1 ms, constant w: 2.82e+06 cm^-3
low-d negative-ion wall rate: 104 s^-1
```
